How long is the process zone of an interface crack?

**Question.** A crack runs along an interface between stiff solids. The elastic modulus is 100 GPa, separating the interface costs 1 J/m², and the interface can carry at most 1 GPa. Over what length behind the front of separation are the two faces still pulling on each other, and how does this length change with the three inputs?

**Answer.**

*The scale*

Let E' be the plane-strain modulus, which is how the quoted 100 GPa is read, Γ the work of separation per area and σc the cohesive strength. If the traction stays near σc until the faces are a distance δ apart, the work is about σcδ, so δ ~ Γ/σc. Over a zone of length L, this opening must be supplied by elastic strains of order σc/E'. Hence

δ/L ~ σc/E', so L ~ E'δ/σc ~ E'Γ/σc².

With the given numbers,

E'Γ/σc² = (10¹¹ Pa)(1 J/m²)/(10⁹ Pa)² = 10⁻⁷ m = 100 nm.

This fixes the order of magnitude. The numerical factor requires the elastic problem of the crack and a law for the traction.

*Energy and the crack-tip field*

Take a straight crack in pure opening, growing slowly, with a zone short compared with every other length. At first let both sides have the same modulus. Linear elasticity gives, at distance r ahead of a sharp tip and x behind it,

σ(r) = K/√(2πr), δ(x) = (8K/E')√(x/(2π)),

where K is the stress intensity factor. The energy G released per area of advance equals the work needed to close a short length Δ again:

G = (1/(2Δ)) ∫₀^Δ σ(r) δ(Δ−r) dr
= (1/(2Δ)) (4K²/(πE')) ∫₀^Δ √((Δ−r)/r) dr
= K²/E',

because the last integral is πΔ/2. Growth requires G = Γ, so K = √(E'Γ) = 0.316 MPa·m^½.

The bare stress K/√(2πr) falls to σc at r = E'Γ/(2πσc²) = 15.9 nm. Cutting the stress off at σc within this distance would remove a force per width

∫₀ʳ [K/√(2πr') − σc] dr' = 2σcr − σcr = σcr.

That force must be carried by neighbouring parts of the interface, so a consistent zone has to be found from the full problem.

*Forces between the crack faces*

Place a pair of opening forces P, per unit width, at distance s behind the tip of a crack that already carries K. The stress intensities add, so G contains the cross term 2K K_P/E'. At fixed loads, G is also the rate at which the stored complementary energy grows with tip advance. By reciprocity its cross term is P times the opening δ(s) produced by K alone. Advance of the tip increases s, so

2K K_P/E' = P dδ/ds = 4PK/(E'√(2πs)),

K_P = P√(2/(πs)).

The same argument for two force pairs gives the opening at x caused by P at s. Let t be the distance by which the tip has yet to advance. There is no such opening until the tip has passed both points, so

δ_P(x) = (2/E') ∫₀^min(x,s) P (2/π) dt/√((x−t)(s−t))
= (4P/(πE')) ln|(√x+√s)/(√x−√s)|.

The integral follows from the antiderivative −2 ln(√(x−t)+√(s−t)).

Cohesive tractions σ(s) act as closing forces on 0 < s < L, with s measured from the front where opening begins. A finite stress at this front requires their stress intensity to cancel K:

K = √(2/π) ∫₀ᴸ σ(s) ds/√s.

The opening is that of K minus that of the closing forces. Substituting this K gives

δ(x) = (4/(πE')) ∫₀ᴸ σ(s) [2√(x/s) − ln|(√x+√s)/(√x−√s)|] ds.

*Constant traction*

Suppose σ = σc until the faces separate completely. Then ∫₀ᴸ ds/√s = 2√L, and

K = 2σc√(2L/π), K² = 8σc²L/π,

L = πK²/(8σc²) = (π/8)E'Γ/σc² = 0.3927 × 100 nm = 39.3 nm.

The opening at the rear of the zone provides a consistency check. With s = Lv², the first term in the bracket integrates to 4L. The second gives

2L ∫₀¹ v ln((1+v)/(1−v)) dv = 2L,

since ½(v²−1) ln((1+v)/(1−v)) + v is an antiderivative and rises from 0 to 1. Therefore

δ(L) = (4σc/(πE'))(4L − 2L) = 8σcL/(πE') = Γ/σc = 1 nm.

The work σcδ(L) is then Γ, as the energy balance demands.

A separate numerical test started from a finite crack made of small dislocation dipoles. Elements ahead of the bare crack stayed closed until their stress exceeded σc, so the zone length was an outcome. For a remote stress S = 0.2σc and bare half-length a, the applied intensity is K = S√(πa). This follows by matching the elliptical opening 4S√(a²−X²)/E', with X measured from the crack centre, to the tip field. The zone came out 1.05 times the short-zone formula, and the work at the bare tip was 1.02 times K²/E'. The crack half-length was 19.4 zone lengths. Most of the 5% excess comes from the finite crack length. For a crack of total half-length a + L, cancelling the stress intensity at both fronts requires (π/2)S = σc arccos(a/(a+L)), so L/a = 1/cos(πS/(2σc)) − 1 = 0.0515. This is 1.043 times the short-zone value π²S²/(8σc²) = 0.0493. The small remainder is less than one element in a zone of about 60.

*Traction that fades*

An interface may instead lose strength gradually as it opens. A simple model is

σ = σc(1 − δ/δc), Γ = ∫₀^δc σ dδ = σcδc/2,

so the final opening is δc = 2Γ/σc = 2 nm. Put w = δ/δc, x = Lu² and s = Lv². The opening equation becomes

w(u) = λ ∫₀¹ [1−w(v)] [4u − 2v ln|(u+v)/(u−v)|] dv,

λ = 4σcL/(πE'δc).

The condition w(1) = 1, together with the requirement that w stay between 0 and 1 throughout the zone, selects λ. Inserting δc = 2Γ/σc into its definition gives

L = πλE'δc/(4σc) = (πλ/2)E'Γ/σc².

Numerical solution yields πλ/2 = 0.731 and L = 73.1 nm. Energy balance was not imposed in this solution, so it can test it. With I = ∫₀¹(1−w)dv, the cancellation condition gives K² = 8σc²LI²/π, hence

K²/(E'Γ) = 4λI².

The computed value is 1 within the numerical accuracy.

This relation also explains the longer zone. Setting K² = E'Γ gives L = (π/8)E'Γ/(σc²I²). Constant traction has I = 1. Fading traction has I ≈ 0.73, so a longer zone is needed to cancel the same K. The two laws, compared at equal Γ and σc, give 39 and 73 nm: "of order 100 nm" is a sound scale, but not a prediction to 10%.

*When the two solids differ*

An SnO₂ coating on soda-lime glass has a combined stiffness near the chosen 100 GPa. Rough Young moduli of 200 and 70 GPa, with Poisson ratios 0.30 and 0.22, give plane-strain moduli E/(1−ν²) of 220 and 73.6 GPa.

To combine them, apply a normal traction p cos kx to the surface y = 0 of a half-plane y > 0. The stresses

σyy = p(1+ky)e^(−ky) cos kx,
σxx = p(1−ky)e^(−ky) cos kx

come from the stress function −(p/k²)(1+ky)e^(−ky) cos kx and leave the surface free of shear. Integrating the normal strain [σyy − νσxx/(1−ν)]/E' over depth gives a surface displacement of magnitude 2p/(E'k), because the σxx contribution integrates to zero. The displacements of the two solids add, so with zero shear traction

2p/k × (1/E₁' + 1/E₂') = 4p/(E*k),

E* = 2/(1/E₁' + 1/E₂') = 110 GPa.

The same normal traction also moves the two surfaces sideways by different amounts. The surface strain is p(1−2ν)/(2μ) cos kx, where μ is the shear modulus. The relative sideways displacement is therefore −4βp/(E*k) sin kx, with

β = (E*/4)[(1−2ν₂)/(2μ₂) − (1−2ν₁)/(2μ₁)] = 0.197,

where 1 is SnO₂ and 2 is glass. If bonding forbids this slip, a shear traction q sin kx appears. Its stress function (q/k)y e^(−ky) cos kx gives a relative slip −4q/(E*k) sin kx, so zero total slip requires q = −βp. By reciprocity this shear changes the normal displacement from p to p + βq = p(1−β²), in units of 4/(E*k). The effective normal modulus becomes E*/(1−β²) = 115 GPa.

For constant traction these two moduli give L = 43.3 and 45.0 nm. A real interface crack has bonded material ahead and free faces behind, so neither condition holds everywhere. The two cases show how a constraint on slip changes the normal stiffness. They need not bound the zone length of the coupled crack, where opening and sliding occur together.

*Scaling and its limits*

For a fixed traction law and a short zone,

L ∝ E'Γ/σc².

With constant traction and E' = 100 GPa, halving Γ alone reduces L from 39.3 to 19.6 nm. Halving σc alone raises it to 157 nm, and doubling σc lowers it to 9.8 nm. If the inputs are known with similar relative accuracy, strength therefore contributes most to the uncertainty in L.

The zone must also be short compared with the film thickness h. For a typical h = 500 nm, L/h is 0.08 for constant traction and 0.15 for fading traction. These ratios indicate the size of the expansion parameter, not a computed percentage error. In the opposite limit, h much smaller than L, a film on a stiff substrate bends like a plate. Its bending stiffness is of order E'h³, so σc ~ E'h³δ/L⁴. With δ ~ Γ/σc,

L ~ (E'Γh³/σc²)^¼.

The length then depends on thickness and varies more weakly with strength, as σc^(−½). With numerical factors left out, the two scaling laws meet at h = E'Γ/σc², here 100 nm. Those factors can shift the crossing severalfold, so this is only an order of magnitude.

*What the numbers mean for a real coating*

The elastic constants and thickness above are rough values for coated glass; Γ and σc are round model inputs, not measurements of that interface. Moisture can weaken oxide bonds, and the halved Γ illustrates its possible effect on L if σc stays the same. Real interfaces also break the assumption of uniform strength. Between regions much larger than the zone, a factor of two in σc changes L by a factor of four at equal Γ, and by a factor of two at equal final opening. For variations much finer than the zone, the cancellation condition sums the traction over the whole zone, so the mean strength sets the length if all patches let go at the same opening. If instead Γ is uniform, weak patches hold to a larger opening and the averaged traction gains a tail. The zone is then longer than the mean-strength value by about 5% for a spread of ±10%, 13% for ±20%, and a third for a factor of two between patches. Weak patches can still open separately ahead of the zone. For constant traction the stress there is (2σc/π) arctan√(L/r), which is 0.8σc at r = 0.1L and 0.5σc at r = L, so a patch 20% weaker is overloaded within about a tenth of a zone length. Shear loading and plastic flow are left out, and their effect has not been calculated here.

The opening itself reveals what a strength of 1 GPa implies. Constant traction must act over 1 nm to consume 1 J/m², whereas a rough range for an atomic bond is 0.3 nm. If all the work were done uniformly over that shorter range b, then σc = Γ/b = 3.33 GPa and

L = (π/8)E'b²/Γ = 3.5 nm.

At fixed b, a tougher interface has a shorter zone, because its strength rises with Γ. With E' = 100 GPa and Γ = 1 J/m², a traction that is constant or fades within b gives only a few nanometres (the fading law with δc = b gives 1.6 nm). The elastic stretching of bonds before their peak force reaches further ahead, but it is not counted in this zone. A zone of several tens of nanometres behind the peak traction thus requires separation that extends beyond simple bond rupture. Bridging ligaments or a defective interfacial layer could provide it; which of them acts in a given coating is not settled by this estimate. The values used here are collected in the numerical output.

Calculated quantities

```
MAIN ESTIMATE
plane-strain modulus: 100 GPa
work of separation: 1 J/m^2
work of separation: 6.24 eV/nm^2
cohesive strength: 1 GPa
stress intensity K: 0.316 MPa m^0.5
scale E Gamma/strength^2: 100 nm
bare singular-stress distance: 15.9 nm
constant-traction coefficient: 0.3927
constant-traction zone length: 39.3 nm
constant-traction final opening: 1 nm
linear-softening coefficient: 0.731
linear-softening zone length: 73.1 nm
linear-softening final opening: 2 nm
INDEPENDENT CHECKS
finite crack: remote stress/strength: 0.2
finite crack: bare half-length/zone: 19.4
finite crack: zone/small-zone formula: 1.05
finite crack: work/(K^2/E): 1.02
softening: K^2/(E Gamma): 1
SnO2 ON GLASS, ROUGH VALUES
SnO2 Young modulus: 200 GPa
SnO2 Poisson ratio: 0.3
glass Young modulus: 70 GPa
glass Poisson ratio: 0.22
SnO2 plane-strain modulus: 220 GPa
glass plane-strain modulus: 73.6 GPa
pair modulus, zero shear traction: 110 GPa
Dundurs beta (SnO2 above glass): 0.197
pair modulus, zero tangential jump: 115 GPa
constant-traction length, zero shear: 43.3 nm
constant-traction length, zero jump: 45 nm
film thickness: 500 nm
constant-traction length/thickness: 0.079
linear-softening length/thickness: 0.15
SENSITIVITY, CONSTANT TRACTION, E = 100 GPa
length at half toughness: 19.6 nm
length at half strength: 157 nm
length at double strength: 9.82 nm
rough bond range: 0.3 nm
strength implied by bond range: 3.33 GPa
length implied by bond range: 3.53 nm
```
